# Recurrences for spherical harmonics multiplied by direction components

A point on the unit sphere has polar angle $\theta$ and azimuth $\phi$. Its direction can be described by the three functions

$$n_z=\cos\theta,\qquad n_+=\sin\theta\,e^{i\phi},\qquad n_-=\sin\theta\,e^{-i\phi},$$

which are $z/r$, $(x+iy)/r$ and $(x-iy)/r$. The problem is to expand $n_zY_{lm}$ and $n_\pm Y_{lm}$ in spherical harmonics, for integers $l\ge 0$ and $|m|\le l$. These expansions supply the angular part of every matrix element of the position vector between orbitals of the form $R(r)Y_{lm}$.

**Conventions.** With $\hbar=1$ the angular momentum operators are

$$L_z=-i\partial_\phi,\qquad L_\pm=L_x\pm iL_y=e^{\pm i\phi}\left(\pm\partial_\theta+i\cot\theta\,\partial_\phi\right).$$

From $[L_x,L_y]=iL_z$ follow the two products

$$L_\mp L_\pm=L^2-L_z^2\mp L_z. \tag{1}$$

The harmonics are fixed by their top member and by lowering:

$$Y_{ll}=c_l\sin^l\theta\,e^{il\phi},\qquad L_-Y_{lm}=\sqrt{(l+m)(l-m+1)}\;Y_{l,m-1}. \tag{2}$$

Here $c_l$ is real, has the sign $(-1)^l$, and has the magnitude that normalizes $Y_{ll}$. This is the Condon–Shortley phase. The $Y_{lm}$ are orthonormal eigenfunctions of $L^2$ and $L_z$ with eigenvalues $l(l+1)$ and $m$. Applying $L_+$ to the second relation in (2), written for $m+1$, and using (1) gives the raising relation

$$L_+Y_{lm}=\sqrt{(l-m)(l+m+1)}\;Y_{l,m+1}. \tag{3}$$

A symbol $Y_{LM}$ with $L<0$ or $|M|>L$ stands for zero.

## (a) Which harmonics can occur?

**Question.** Let $n$ be one of $n_z,n_+,n_-$. Find which degrees $L$ and orders $M$ can appear in $nY_{lm}$, and show that each permitted degree contributes a multiple of a single harmonic.

**Solution.** It helps to leave the sphere and work with polynomials. The function $H=r^lY_{lm}$ is a homogeneous polynomial of degree $l$ satisfying $\nabla^2H=0$. For $m=l$ it is $c_l(x+iy)^l$, and

$$(\partial_x^2+\partial_y^2)(x+iy)^l=l(l-1)(1+i^2)(x+iy)^{l-2}=0.$$

The other members follow by applying $L_-$, a combination of operators such as $x\partial_y-y\partial_x$. These keep the degree of a polynomial, and they commute with the Laplacian because

$$[\nabla^2,\,x\partial_y-y\partial_x]=2\partial_x\partial_y-2\partial_y\partial_x=0.$$

Now let $a=rn$, which is $z$ or $x\pm iy$, and define $G=\nabla a\cdot\nabla H$. Since $a$ is linear, $\nabla a$ is constant. Therefore $G$ is harmonic, and it is homogeneous of degree $l-1$ (it vanishes for $l=0$). Since $\nabla^2a=\nabla^2H=0$, the product rule gives

$$\nabla^2(aH)=2\nabla a\cdot\nabla H=2G.$$

So $aH$ is in general not harmonic. The remedy is to subtract a multiple of $r^2G$. With $\nabla^2r^2=6$, $\nabla r^2=2\mathbf r$ and Euler's relation $\mathbf r\cdot\nabla G=(l-1)G$,

$$\nabla^2(r^2G)=6G+4\,\mathbf r\cdot\nabla G+r^2\nabla^2G=[6+4(l-1)]G=(4l+2)G.$$

Hence in the identity

$$aH=\left[aH-\frac{r^2G}{2l+1}\right]+\frac{r^2G}{2l+1} \tag{4}$$

the bracket is harmonic of degree $l+1$, while $G$ is harmonic of degree $l-1$.

On the unit sphere these degrees become angular momenta. The Laplacian is $\nabla^2=r^{-2}\partial_r r^2\partial_r-L^2/r^2$, so a harmonic function $r^Lf(\theta,\phi)$ obeys $L^2f=L(L+1)f$. Setting $r=1$ in (4) shows that $nY_{lm}$ is a sum of a part with $L=l+1$ and a part with $L=l-1$.

The order follows from the azimuthal factor. The product depends on $\phi$ as $e^{iM\phi}$, with $M=m$ for $n_z$ and $M=m\pm1$ for $n_\pm$. Thus $L_z-M$ annihilates the sum of the two parts. Since $L_z$ commutes with $L^2$, it does not mix them, so $L_z-M$ annihilates each part separately.

It remains to show that a smooth function $f$ with eigenvalues $L(L+1)$ and $M$ is a multiple of $Y_{LM}$. Because $L_-$ is the adjoint of $L_+$, equation (1) gives

$$\|L_\pm f\|^2=\langle f|L_\mp L_\pm f\rangle=(L\mp M)(L\pm M+1)\,\|f\|^2. \tag{5}$$

If $M>L$, the upper sign makes the right side negative unless $f=0$. If $M<-L$, the lower sign does the same. So no such function exists for $|M|>L$.

For $|M|\le L$, apply $L_+$ a total of $L-M$ times to reach a function $g$ of order $L$. By (5), $L_+g=0$, which reads

$$\partial_\theta g=L\cot\theta\,g,\qquad\text{so}\qquad g=C\sin^L\theta\,e^{iL\phi}.$$

This is a multiple of $Y_{LL}$. Lowering $g$ again $L-M$ times gives a multiple of $Y_{LM}$. It also gives a nonzero multiple of $f$, because each pair $L_-L_+$ met on the way, acting at order $M'<L$, is the nonzero number $(L-M')(L+M'+1)$. Hence $f$ is a multiple of $Y_{LM}$.

The permitted changes are therefore $l\to l\pm1$, with $m$ unchanged for $n_z$ and shifted by $\pm1$ for $n_\pm$. For a particle in a central potential, with orbitals $R(r)Y_{lm}$, this is the orbital selection rule for electric dipole matrix elements.

## (b) How do the ladder operators act on the factors?

**Question.** Evaluate $[L_+,n_+]$, $[L_-,n_+]$ and $[L_-,n_z]$.

**Solution.** Each $L_\pm$ is a first-order differential operator without a constant term. The product rule $L_\pm(nf)=(L_\pm n)f+nL_\pm f$ then shows that $[L_\pm,n]$ is multiplication by the function $L_\pm n$. The three functions are

$$L_+n_+=e^{i\phi}\left(\cos\theta\,e^{i\phi}+i\cot\theta\cdot i\sin\theta\,e^{i\phi}\right)=0,$$

$$L_-n_+=e^{-i\phi}\left(-\cos\theta\,e^{i\phi}-\cos\theta\,e^{i\phi}\right)=-2\cos\theta,$$

$$L_-n_z=e^{-i\phi}(-\partial_\theta\cos\theta)=\sin\theta\,e^{-i\phi}.$$

Thus

$$[L_+,n_+]=0,\qquad[L_-,n_+]=-2n_z,\qquad[L_-,n_z]=n_-. \tag{6}$$

## (c) What is the upper coefficient of $n_+$?

**Question.** Let $a_m$ be the coefficient of $Y_{l+1,m+1}$ in $n_+Y_{lm}$, at fixed $l$. Find $a_l$, including its sign, and then find all $a_m$.

**Solution.** For the top state the product is immediate:

$$n_+Y_{ll}=c_l\sin^{l+1}\theta\,e^{i(l+1)\phi}=\frac{c_l}{c_{l+1}}Y_{l+1,l+1}.$$

The ratio is negative, since $c_l$ and $c_{l+1}$ have opposite signs. For its magnitude put $I_l=\int_0^\pi\sin^{2l+1}\theta\,d\theta$. Normalization requires $2\pi c_l^2I_l=1$, so $c_l^2/c_{l+1}^2=I_{l+1}/I_l$. Integrating by parts, with vanishing boundary term,

$$I_{l+1}=\int_0^\pi\sin^{2l+2}\theta\,\sin\theta\,d\theta=(2l+2)\int_0^\pi\cos^2\theta\,\sin^{2l+1}\theta\,d\theta=(2l+2)(I_l-I_{l+1}).$$

Solving for $I_{l+1}$ gives $I_{l+1}/I_l=(2l+2)/(2l+3)$, and therefore

$$a_l=-\sqrt{\frac{2l+2}{2l+3}}. \tag{7}$$

To reach smaller $m$, apply $L_+n_+=n_+L_+$ to $Y_{lm}$ with $m<l$, and compare the coefficients of $Y_{l+1,m+2}$. On the left, $L_+$ acts on $Y_{l+1,m+1}$; on the right, it acts first on $Y_{lm}$. With (3),

$$a_m\sqrt{(l-m)(l+m+3)}=a_{m+1}\sqrt{(l-m)(l+m+1)}.$$

The common factor $\sqrt{l-m}$ is nonzero and cancels:

$$a_m=a_{m+1}\sqrt{\frac{l+m+1}{l+m+3}}. \tag{8}$$

Repeating this from $m$ up to $l-1$ gives $a_l$ times the square root of

$$\prod_{k=m}^{l-1}\frac{l+k+1}{l+k+3}=\frac{(l+m+1)(l+m+2)}{(2l+1)(2l+2)}.$$

To see this, put $p_k=(l+k+1)(l+k+2)$. Each factor equals $p_k/p_{k+1}$, so the product telescopes to $p_m/p_l$, with $p_l=(2l+1)(2l+2)$. For $m=l$ the expression is 1, as it should be. Multiplying by (7) gives

$$a_m=-K\sqrt{(l+m+1)(l+m+2)},\qquad K=\frac{1}{\sqrt{(2l+1)(2l+3)}}. \tag{9}$$

## (d) What are the upper coefficients of $n_z$ and $n_-$?

**Question.** Let $b_m$ and $d_m$ be the coefficients of $Y_{l+1,m}$ in $n_zY_{lm}$ and of $Y_{l+1,m-1}$ in $n_-Y_{lm}$. Deduce them from $a_m$.

**Solution.** Apply $-2n_z=L_-n_+-n_+L_-$ to $Y_{lm}$ and take the coefficient of $Y_{l+1,m}$. In the first term $L_-$ acts on $Y_{l+1,m+1}$; in the second it acts on $Y_{lm}$. By (2),

$$-2b_m=a_m\sqrt{(l+m+2)(l-m+1)}-a_{m-1}\sqrt{(l+m)(l-m+1)}.$$

Insert (9), for which $a_{m-1}=-K\sqrt{(l+m)(l+m+1)}$:

$$-2b_m=-K\sqrt{(l+m+1)(l-m+1)}\,\big[(l+m+2)-(l+m)\big].$$

The bracket is 2, so

$$b_m=K\sqrt{(l+m+1)(l-m+1)}=K\sqrt{(l+1)^2-m^2}. \tag{10}$$

Next apply $n_-=L_-n_z-n_zL_-$ to $Y_{lm}$ and take the coefficient of $Y_{l+1,m-1}$. Now $L_-$ acts on $Y_{l+1,m}$ in the first term:

$$d_m=b_m\sqrt{(l+m+1)(l-m+2)}-b_{m-1}\sqrt{(l+m)(l-m+1)}.$$

From (10), $b_{m-1}=K\sqrt{(l+m)(l-m+2)}$. Hence

$$d_m=K\sqrt{(l-m+1)(l-m+2)}\,\big[(l+m+1)-(l+m)\big]=K\sqrt{(l-m+1)(l-m+2)}. \tag{11}$$

For $m=-l$ the state $Y_{l,m-1}$ does not exist. Its terms carry the factor $\sqrt{l+m}=0$, so both calculations remain valid.

## (e) What are the lower coefficients, and the complete recurrences?

**Question.** Use complex conjugation of matrix elements to obtain the coefficients of degree $l-1$. Examine the limits of the result.

**Solution.** Since $n_z$ is real and $n_+^*=n_-$, for $l\ge1$

$$\langle l-1,m|n_z|l,m\rangle=\langle l,m|n_z|l-1,m\rangle^*,$$

$$\langle l-1,m\pm1|n_\pm|l,m\rangle=\langle l,m|n_\mp|l-1,m\pm1\rangle^*.$$

The right sides are upper coefficients starting from degree $l-1$, and they are real. In each, $l$ is replaced by $l-1$, so $K$ becomes $1/\sqrt{(2l-1)(2l+1)}$. The square roots change as follows.

- For $n_z$, equation (10) gives $\sqrt{l^2-m^2}$.
- For $n_+$, equation (11) with $m\to m+1$ gives $\sqrt{(l-m-1)(l-m)}$.
- For $n_-$, equation (9) with $m\to m-1$ gives $-\sqrt{(l+m-1)(l+m)}$.

The minus sign of the upper $n_+$ term thus reappears in the lower $n_-$ term. The complete recurrences are

$$\cos\theta\,Y_{lm}=\sqrt{\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}}\,Y_{l+1,m}+\sqrt{\frac{l^2-m^2}{(2l-1)(2l+1)}}\,Y_{l-1,m}, \tag{12}$$

$$\begin{aligned}\sin\theta\,e^{i\phi}Y_{lm}=&-\sqrt{\frac{(l+m+1)(l+m+2)}{(2l+1)(2l+3)}}\,Y_{l+1,m+1}\\&+\sqrt{\frac{(l-m)(l-m-1)}{(2l-1)(2l+1)}}\,Y_{l-1,m+1},\end{aligned} \tag{13}$$

$$\begin{aligned}\sin\theta\,e^{-i\phi}Y_{lm}=&+\sqrt{\frac{(l-m+1)(l-m+2)}{(2l+1)(2l+3)}}\,Y_{l+1,m-1}\\&-\sqrt{\frac{(l+m)(l+m-1)}{(2l-1)(2l+1)}}\,Y_{l-1,m-1}.\end{aligned} \tag{14}$$

*Missing states.* When a harmonic of degree $l-1$ does not exist, its coefficient vanishes. In (12) this happens for $m=\pm l$, in (13) for $m=l$ and $m=l-1$, and in (14) for $m=-l$ and $m=-l+1$. For $l=0$ all three lower terms are absent.

*Phase.* Suppose another convention uses $\tilde Y_{lm}=(-1)^mY_{lm}$. In (12) both sides acquire the same factor. In (13) and (14) the orders on the two sides differ by one, so all four coefficients change sign. The signs of the $n_\pm$ formulas therefore belong to the phase in (2).

*Sums of squares.* Because the harmonics are orthonormal, the squared coefficients in (12) add up to $\int\cos^2\theta\,|Y_{lm}|^2d\Omega=\langle\cos^2\theta\rangle$. Those in (13), and likewise those in (14), add up to $\langle\sin^2\theta\rangle$, since $|n_\pm|^2=\sin^2\theta$.

*Large $l$.* At fixed $m$, both coefficients in (12) tend to $1/2$, so $\langle\cos^2\theta\rangle\to1/2$. This is the average for uniform motion on a great circle through the poles, the classical orbit whose angular momentum is perpendicular to $z$. For $m=l$ only the upper term survives, and $\langle\cos^2\theta\rangle=1/(2l+3)\to0$: the distribution contracts towards the equator.

## (f) How do the formulas work for $Y_{31}$?

**Question.** Find the six coefficients for $l=3$, $m=1$. Evaluate both sides of each recurrence at $\theta=1.0$ rad, $\phi=0.5$ rad, and check the sums of squares.

**Solution.** Here $(2l+1)(2l+3)=63$ and $(2l-1)(2l+1)=35$. All values below except the angles are pure numbers. The coefficients are

$$n_z:\quad\sqrt{15/63}=0.487950,\qquad\sqrt{8/35}=0.478091,$$

$$n_+:\quad-\sqrt{30/63}=-0.690066,\qquad\sqrt{2/35}=0.239046,$$

$$n_-:\quad\sqrt{12/63}=0.436436,\qquad-\sqrt{12/35}=-0.585540.$$

The descent (8) leads to the same upper coefficient of $n_+$:

$$a_3=-\sqrt{8/9}=-0.942809,$$

$$a_2=a_3\sqrt{6/8}=-0.816497,\qquad a_1=a_2\sqrt{5/7}=-0.690066.$$

At the chosen point $Y_{31}=-0.109694-0.059926i$. Multiplying it directly by $\cos\theta$ gives $-0.059268-0.032378i$. The right side of (12) needs $Y_{41}$ and $Y_{21}$:

$$\begin{aligned}&0.487950\,(0.180550+0.098635i)\\&\quad+0.478091\,(-0.308240-0.168393i)=-0.059268-0.032378i.\end{aligned}$$

For $n_+$ the harmonics are $Y_{42}$ and $Y_{22}$:

$$\begin{aligned}&-0.690066\,(0.133545+0.207984i)\\&\quad+0.239046\,(0.147778+0.230151i)=-0.056829-0.088506i.\end{aligned}$$

For $n_-$ they are $Y_{40}$ and $Y_{20}$, which are real:

$$0.436436\,(-0.293561)-0.585540\,(-0.039178)=-0.105180.$$

The direct products $n_+Y_{31}$ and $n_-Y_{31}$ agree with these values to the six decimals shown. The last one is real because the factor $e^{-i\phi}$ cancels the azimuthal factor of $Y_{31}$.

The sums of squares are

$$\frac{15}{63}+\frac{8}{35}=\frac{7}{15}=0.466667,$$

$$\frac{30}{63}+\frac{2}{35}=\frac{12}{63}+\frac{12}{35}=\frac{8}{15}=0.533333.$$

Direct integration gives $\langle\cos^2\theta\rangle=0.466667$ and $\langle\sin^2\theta\rangle=0.533333$. Although $n_+$ and $n_-$ divide their weight differently between degrees 4 and 2, their total weights agree.

An edge case is $\cos\theta\,Y_{22}$. Its lower coefficient is zero and its upper one is $\sqrt{5/35}=0.377964$, so the product is a multiple of $Y_{32}$ alone.

The numerical check compares (12)–(14) with integrated matrix elements, and with direct products at random points, for all $m$ and all $l\le6$.

## Computed results

```
All values are pure numbers except angles, which are in rad
example state: l = 3, m = 1
theta = 1.0 rad, phi = 0.5 rad
descent of upper n_+ coefficient at l = 3, by quadrature:
  a_3 = -0.942809
  a_2 = -0.816497
  a_1 = -0.690066
Y(3,1) at the point = -0.109694 -0.059926i
component n_z:
  upper: formula +0.487950, quadrature +0.487950
  lower: formula +0.478091, quadrature +0.478091
  Y(4,1) = +0.180550 +0.098635i
  Y(2,1) = -0.308240 -0.168393i
  left side  = -0.059268 -0.032378i
  right side = -0.059268 -0.032378i
  sum of squared coefficients = 0.466667
component n_+:
  upper: formula -0.690066, quadrature -0.690066
  lower: formula +0.239046, quadrature +0.239046
  Y(4,2) = +0.133545 +0.207984i
  Y(2,2) = +0.147778 +0.230151i
  left side  = -0.056829 -0.088506i
  right side = -0.056829 -0.088506i
  sum of squared coefficients = 0.533333
component n_-:
  upper: formula +0.436436, quadrature +0.436436
  lower: formula -0.585540, quadrature -0.585540
  Y(4,0) = -0.293561 +0.000000i
  Y(2,0) = -0.039178 +0.000000i
  left side  = -0.105180 +0.000000i
  right side = -0.105180 +0.000000i
  sum of squared coefficients = 0.533333
integrated mean of cos^2(theta) in Y(3,1) = 0.466667
integrated mean of sin^2(theta) in Y(3,1) = 0.533333
edge case cos(theta) Y(2,2): upper 0.377964, lower 0.000000
edge case upper by quadrature = 0.377964
largest degree l tested in the recurrences = 6
largest matrix-element error below 1e-10: True
largest pointwise error below 1e-10: True
```
